# Atomic spin-orbit coupling and the atomisation energy of silicon tetrachloride

## Problem

Silicon tetrachloride is a source gas for silicon epitaxy. Its atomisation energy is the energy needed, at 0 K, for

$$\mathrm{SiCl_4}\rightarrow \mathrm{Si}+4\,\mathrm{Cl},$$

with every species in its lowest state. Suppose it has been computed without spin-orbit coupling, so that the atoms are described by their terms, $^3P$ for silicon and $^2P$ for chlorine. The measured fine-structure levels, as rough two-figure values above the lowest level of each atom, are:

- Si: $J=0$ at 0, $J=1$ at 0.0096 eV, $J=2$ at 0.028 eV.
- Cl: $J=3/2$ at 0, $J=1/2$ at 0.11 eV.

In which direction, and by how many kJ/mol, does atomic spin-orbit coupling change the computed atomisation energy? How far can the answer be trusted?

## Hints

1. Write the atomisation energy as a difference of total energies. What does lowering an atom do to it?
2. A term without spin-orbit coupling has one energy. Where does it lie among the levels into which the term splits? Consider the trace of $\mathbf L\cdot\mathbf S$.
3. Each level holds $2J+1$ states.
4. A closed-shell singlet does not change when all its spins are rotated together. What follows for an operator linear in the spins?
5. For the error in silicon, find the eigenvalues of the spin-orbit operator for two independent $p$ electrons, and compare traces and determinants.

## Solution

### The sign

Let $E$ denote total energies. The atomisation energy is

$$D=E(\mathrm{Si})+4E(\mathrm{Cl})-E(\mathrm{SiCl_4}).$$

Let spin-orbit coupling lower the ground state of each atom by $\Delta(\mathrm{Si})$ or $\Delta(\mathrm{Cl})$, and the molecule by $\delta$. Then

$$D_{\rm with}-D_{\rm without}=-\Delta(\mathrm{Si})-4\Delta(\mathrm{Cl})+\delta .$$

Atomic lowering reduces $D$, and molecular lowering raises it. Geometry, zero-point energy and scalar relativistic effects are held fixed in this comparison.

### What the calculation without coupling describes

With angular momenta in units of $\hbar$, the valence spin-orbit operator is

$$H_{\rm SO}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i ,$$

where $\zeta>0$ is the constant of the $p$ shell. Consider a calculation with real orbitals $\phi$. The operator $l_k$ is $-i$ times a real differential operator, so $\langle\phi|l_k|\phi\rangle$ is imaginary. Since $l_k$ is Hermitian, the same number must be real; it is therefore zero. For a spin-orbital $\phi\chi$,

$$\langle \mathbf l\cdot\mathbf s\rangle=\sum_k\langle\phi|l_k|\phi\rangle\langle\chi|s_k|\chi\rangle=0 .$$

A determinant of such spin-orbitals has $\langle H_{\rm SO}\rangle=0$. For silicon, let the two open-shell $p$ electrons have parallel spins, as $^3P$ requires; for chlorine, let the $p$ shell have one hole. The energy of the determinant is then an approximation to the term energy $E_{LS}$, not to the energy of the lowest fine-structure level. With antiparallel spins in two different real $p$ orbitals of silicon, the determinant would be an equal mixture of $^3P$ and $^1D$. With both electrons in the same orbital, it would contain only singlet terms.

### Where the term energy lies

Within one term, rotational symmetry gives the spin-orbit operator the form $A\,\mathbf L\cdot\mathbf S$, with a constant $A$. Take its trace over the product states $|M_L M_S\rangle$:

$$\mathrm{Tr}(\mathbf L\cdot\mathbf S)=\sum_k \mathrm{Tr}(L_k)\,\mathrm{Tr}(S_k)=0 .$$

The traces vanish because $\mathrm{Tr}\,L_z=\sum M_L=0$, and the other components are related to $L_z$ by rotation.

Let $\varepsilon_J$ be the first-order shift of level $J$ from $E_{LS}$. A trace is the sum of the eigenvalues, and each $\varepsilon_J$ occurs $2J+1$ times, so

$$\sum_J(2J+1)\varepsilon_J=0 .$$

The tabulated energies are measured from the lowest level: $E_J=\varepsilon_J-\varepsilon_{\min}$. Multiply by $2J+1$ and sum:

$$\sum_J(2J+1)E_J=-\varepsilon_{\min}\sum_J(2J+1).$$

The ground-state lowering is $\Delta=-\varepsilon_{\min}$. Hence

$$\Delta=\frac{\sum_J(2J+1)E_J}{\sum_J(2J+1)} .$$

The term energy is the weighted mean, or barycentre, of the levels. The derivation uses first-order splitting within a term and needs no rule for the spacing of the levels.

### The closed-shell molecule

The spin-orbit operator is a sum of products of an orbital operator and a spin component $s_k(i)$. Rotate all spins by $\pi$ about an axis perpendicular to $k$. This reverses $s_k(i)$ but leaves the orbital operator and the singlet unchanged. Each expectation value thus equals its own negative, and

$$\langle \mathrm{SiCl_4}|H_{\rm SO}|\mathrm{SiCl_4}\rangle=0 .$$

To first order $\delta=0$. The second-order response is estimated in the first variation. An open-shell fragment with orbital degeneracy may keep a first-order term, and would then need its own treatment.

### The numbers

For silicon the weights are 1, 3 and 5:

$$\Delta(\mathrm{Si})=\frac{3(0.0096)+5(0.028)}{9}\ \mathrm{eV}=0.01876\ \mathrm{eV}.$$

For chlorine the lower level has weight 4 and the upper one weight 2:

$$\Delta(\mathrm{Cl})=\frac{2(0.11)}{6}\ \mathrm{eV}=0.03667\ \mathrm{eV}.$$

The total lowering is

$$\Delta_{\rm tot}=0.01876+4(0.03667)=0.1654\ \mathrm{eV}.$$

With 1 eV = 96.4853 kJ/mol this is 15.96 kJ/mol. **Atomic spin-orbit coupling lowers the computed atomisation energy by about 16 kJ/mol.** Chlorine supplies 0.147 eV of the total, because its splitting is larger and there are four atoms.

The inputs may be wrong by half a unit in their last digit. If all these errors add, the total changes by

$$\frac{3(0.00005)+5(0.0005)}{9}+4\,\frac{2(0.005)}{6}=0.0070\ \mathrm{eV},$$

or 0.67 kJ/mol. The extra digits above serve to trace the arithmetic; they are not a claim of accuracy.

### Silicon beyond first order

The configuration $p^2$ also contains the terms $^1D$ and $^1S$, roughly $E_D=0.78$ eV and $E_S=1.9$ eV above the lowest level of silicon. These values are used below as heights above the $^3P$ term energy; the difference of about 0.02 eV is neglected. Spin-orbit coupling mixes levels of equal $J$, which moves the barycentre of the $^3P$ levels.

The couplings follow from two independent $p$ electrons. For one electron,

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-2-\tfrac34\right],$$

so its spin-orbit energy is $\zeta/2$ for $j=3/2$ and $-\zeta$ for $j=1/2$.

For $J=0$ the two possible pairs are $(1/2,1/2)$ and $(3/2,3/2)$, with spin-orbit energies $-2\zeta$ and $\zeta$. In the other basis the states are $^3P_0$ and $^1S_0$. The singlet has zero diagonal element, by the spin-rotation argument above. The trace $-\zeta$ is therefore the diagonal element of $^3P_0$. If the coupling is $c_0$, the determinant gives

$$-c_0^2=(-2\zeta)(\zeta),\qquad c_0^2=2\zeta^2 .$$

For $J=2$ the pairs are $(3/2,3/2)$ and $(1/2,3/2)$, with energies $\zeta$ and $-\zeta/2$. The trace gives $\zeta/2$ for $^3P_2$, and the determinant gives

$$-c_2^2=(\zeta)(-\zeta/2),\qquad c_2^2=\zeta^2/2 .$$

For $J=1$ there is one pair, $(1/2,3/2)$, with energy $-\zeta/2$.

Put the $^3P$ term energy at zero and add the singlet energies. The two coupled problems have the matrices

$$\begin{pmatrix}-\zeta&\sqrt2\,\zeta\\ \sqrt2\,\zeta&E_S\end{pmatrix},\qquad
\begin{pmatrix}\zeta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&E_D\end{pmatrix}.$$

Their lower roots are the $J=0$ and $J=2$ levels. Solving numerically for the $\zeta$ that places these levels 0.028 eV apart gives $\zeta(\mathrm{Si})=0.01858$ eV. The middle level is then predicted at 0.00965 eV, in agreement with the measured 0.0096 eV within the input rounding.

To second order $^3P_0$ is pushed down by $2\zeta^2/E_S$ and $^3P_2$ by $\zeta^2/(2E_D)$. With weights 1 and 5, the barycentre falls below the true term energy by

$$\frac19\left[\frac{5\zeta^2}{2E_D}+\frac{2\zeta^2}{E_S}\right]=0.00016\ \mathrm{eV}.$$

The barycentre rule misses this amount. In the model, with the middle level at 0.00965 eV, the barycentre lies at 0.01877 eV. Adding the missed part gives, within rounding, the diagonalised silicon ground-state lowering of 0.01894 eV, and the total for all five atoms becomes 0.1656 eV. The change is far below the input rounding.

Chlorine has one hole in its $p$ shell. The configuration $p^5$ contains one term, $^2P$, so there is no such mixing within the shell. A full shell has zero total spin-orbit energy; removing an electron of energy $\zeta/2$ or $-\zeta$ leaves $-\zeta/2$ or $\zeta$. Hence $J=3/2$ lies lowest, the splitting is $3\zeta/2$, and $\zeta(\mathrm{Cl})=0.11/1.5=0.07333$ eV.

Mixing with other configurations and the response of the cores remain outside this estimate. They are assumed to cancel largely between the atoms and the molecule. In a shell with several terms, such as $p^2$, the first-order rule becomes less accurate as $\zeta$ grows relative to the spacing of the terms. The correction must not be subtracted from a calculation that already includes spin-orbit coupling.

### Use in vapour-phase chemistry

A formation enthalpy can be obtained by subtracting the computed $D$ from the known formation enthalpies of the atoms. Lowering $D$ by 16 kJ/mol then makes the formation enthalpy of $\mathrm{SiCl_4}$ less negative by the same amount. By contrast, in

$$\mathrm{SiCl_4+H_2\rightarrow SiHCl_3+HCl}$$

all four species are closed-shell singlets. If the reaction energy is computed directly from their total energies, the first-order spin-orbit correction is zero.

## Variation 1: how much does the molecule respond?

*Estimate the second-order lowering $\delta$ in a one-electron model.*

Let $h$ be the one-electron spin-orbit operator, $i$ an occupied spin-orbital, $a$ an empty one, and $G$ the orbital gap. Replace each energy denominator by its smallest value, then complete the sum over $i$ to all states:

$$\delta=\sum_{a,i}\frac{|h_{ai}|^2}{\epsilon_a-\epsilon_i}\le\frac1G\sum_{a,i}|h_{ai}|^2\le\frac1G\sum_a\langle a|h^2|a\rangle .$$

The eigenvalues of $\mathbf l\cdot\mathbf s$ in a $p$ shell are $1/2$ and $-1$. Both satisfy $x^2=(1-x)/2$, so

$$(\mathbf l\cdot\mathbf s)^2=\tfrac12(1-\mathbf l\cdot\mathbf s).$$

In a real $p$ orbital with definite spin the last term averages to zero, and the square averages to $1/2$. For orthogonal $p$ shells on atoms $A$, with $n_A$ holes each,

$$\delta\le\frac{1}{2G}\sum_A\zeta_A^2 n_A .$$

For an example, take a tetrahedral model with chosen, not fitted, orbital energies: centre $s$ at −7 eV, centre $p$ at 0 and outer $p$ at −6 eV. The centre-outer couplings are 3 eV ($sp\sigma$), 4 eV ($pp\sigma$) and −1 eV ($pp\pi$). Outer atoms are not coupled to each other. Four electrons from the centre and five from each outer $p$ shell fill 12 of the 16 spatial orbitals.

The centre $s$ orbital couples to the symmetric outer combination with strength $2(3)=6$ eV. The resulting antibonding level is the lowest empty one:

$$-6.5+\sqrt{0.5^2+6^2}=-0.479\ \mathrm{eV}.$$

Each centre $p$ orbital couples with squared strength $4[16/3+2/3]=24\ \mathrm{eV}^2$, which gives levels at $-3\pm\sqrt{33}$ eV. Eight uncoupled outer combinations remain at −6 eV and are the highest occupied orbitals. The gap is 5.521 eV.

The eigenvectors of the four empty orbitals give 4.567 $p$ holes on the centre and 0.629 on each outer atom. With the atomic $\zeta$ values,

$$\delta\le\frac{(0.01858)^2(4.567)+4(0.07333)^2(0.629)}{2(5.521)}\ \mathrm{eV}=0.0014\ \mathrm{eV}.$$

Numerical diagonalisation of the model with and without $h$ gives $\delta=0.0010$ eV. The net lowering of $D$ is then $0.1656-0.0010=0.1646$ eV.

A more cautious ceiling takes $G=5$ eV, all six $p$ places on silicon empty and one hole per chlorine. It gives 0.0024 eV, still below the input rounding of 0.0070 eV. This is a second-order bound for one-electron models that contain only the valence $p$ shells and meet those conditions, not a measured property of $\mathrm{SiCl_4}$. In the real molecule, empty orbitals built from higher shells add to the response and can raise the molecular lowering above this ceiling, to a few meV. Similar terms occur in the free atoms and are expected to cancel most of this excess in $D$. They are left out on both sides here, so the estimate describes the net valence effect, not the total molecular lowering.

## Variation 2: what remains at 1400 K?

*Find the change in the electronic parts of the atomisation energy and free energy at 1400 K, a rough temperature for silicon epitaxy from this gas.*

The molecule is assumed to stay in its electronic ground state, and higher atomic terms are left out. For each atom define

$$q=\sum_J(2J+1)e^{-E_J/kT},\qquad g=\sum_J(2J+1),$$

where $g$ is 9 for Si and 6 for Cl. Relative to the lowest level, the atom without coupling has energy $\Delta$ and free energy $\Delta-kT\ln g$. With coupling it has mean energy $\langle E\rangle$ and free energy $-kT\ln q$. The lowerings per atom are therefore

$$\Delta_U=\Delta-\langle E\rangle,\qquad \Delta_F=\Delta+kT\ln\frac{q}{g}.$$

At 1400 K, $kT=0.1206$ eV. For chlorine $q=4+2e^{-0.11/0.1206}=4.80$ and $\langle E\rangle=0.0184$ eV, so $\Delta_U=0.0183$ eV and $\Delta_F=0.0098$ eV. For silicon $q=7.73$ and $\langle E\rangle=0.0178$ eV, so $\Delta_U=0.0010$ eV and $\Delta_F=0.0005$ eV. One Si and four Cl give, before rounding of the parts,

$$\Delta_U^{\rm tot}=0.0740\ \mathrm{eV},\qquad \Delta_F^{\rm tot}=0.0398\ \mathrm{eV}.$$

Less than half of the 0 K energy correction remains, because the hot atoms already occupy their upper levels.

As $T\to0$, both lowerings tend to $\Delta$. For $kT$ much larger than the splitting, expand the average of the exponential over the $g$ states:

$$\ln\frac qg=-\frac{\Delta}{kT}+\frac{\mathrm{Var}(E)}{2(kT)^2}+\dots,\qquad \Delta_F\simeq\frac{\mathrm{Var}(E)}{2kT}.$$

The free-energy correction then fades as $1/T$.

At fixed temperature, with all other factors unchanged, the equilibrium constant for atomisation is multiplied by $\exp(0.0398/0.1206)=1.39$. If the full 0.1654 eV is subtracted from $D$ while the degeneracies 9 and 6 are kept, the constant is too large by a factor 2.83 relative to the consistent result. The 0 K correction belongs with the level sums $q$.

In a real reactor silicon is deposited as a solid, and chlorine also forms HCl and chlorosilanes. The atomisation constant is therefore a thermochemical quantity, not a growth rate. These numbers correct the energies of free atoms; they do not predict the composition of the gas.
